\section*{Signal-to-noise cost of clipping Hebbian Hopfield weights to their signs}

\section{Definitions and conventions}

A network has $N\ge2$ neurons with states $\pm1$ and stores $p$ patterns. Component $i$ of pattern $\mu$ is $\xi_i^\mu=\pm1$. All $Np$ components are independent and take either sign with probability $1/2$. The Hebbian sum for two different neurons is
\begin{equation}
T_{ij}=\sum_{\mu=1}^{p}\xi_i^\mu\xi_j^\mu ,\qquad i\ne j,
\end{equation}
and there is no self-coupling. Two weight rules are compared:
\begin{equation}
J_{ij}=T_{ij}\quad\text{(Hebb)},\qquad J_{ij}=\operatorname{sgn}T_{ij}\quad\text{(clipped)}.
\end{equation}
The usual prefactor $1/N$ in the Hebb rule is dropped, because a common positive factor changes neither the sign of a field nor its signal-to-noise ratio. At first $p$ is odd, so that $T_{ij}$ cannot vanish.

Pattern 1 is to be recalled. The network receives the cue $S_j=f_j\xi_j^1$, where the $f_j=\pm1$ are independent of each other and of the patterns and have mean $a$, with $0<a\le1$. A clean cue has $a=1$; flipping each sign with probability $0.1$ gives $a=0.9-0.1=0.8$. Neuron $i$ takes the correct sign in the first update when its aligned field
\begin{equation}
u=\xi_i^1\sum_{j\ne i}J_{ij}S_j
\end{equation}
is positive. The signal-to-noise ratio is
\begin{equation}
R=\frac{\langle u\rangle}{\sqrt{\langle u^2\rangle-\langle u\rangle^2}},
\end{equation}
with averages over patterns and cues. The claim is that, for fixed $N$ and $a$,
\begin{equation}
\frac{R_{\rm clip}}{R_{\rm Hebb}}\longrightarrow\sqrt{\frac{2}{\pi}}\approx0.798
\qquad(p\to\infty).
\label{claim}
\end{equation}
Both rules are compared at the same $N$, $p$ and $a$.

\section{Three patterns by hand}

Define the products
\begin{equation}
x_j^\mu=\xi_i^\mu\xi_j^\mu .
\end{equation}
Then $T_{ij}=\sum_\mu x_j^\mu$ and
\begin{equation}
u=\sum_{j\ne i}f_jx_j^1J_{ij}.
\label{sum}
\end{equation}
Take $p=3$ and a clean cue, so $f_j=1$. If $x_j^1=+1$, the other two products add $2$, $0$ or $-2$ with probabilities $1/4$, $1/2$, $1/4$. Hence $x_j^1T_{ij}$ is $3$, $1$ or $-1$ with these probabilities. The case $x_j^1=-1$ gives the same distribution, since reversing all three products leaves $x_j^1T_{ij}$ unchanged.

For Hebb, one term of (\ref{sum}) has mean $3/4+1/2-1/4=1$ and variance $(2^2+2\cdot0^2+2^2)/4=2$. For the clipped rule the term is $+1$ with probability $3/4$ and $-1$ with probability $1/4$. Its mean is $1/2$ and its variance is $1-1/4=3/4$. The ratios of mean to standard deviation are $1/\sqrt2$ and $1/\sqrt3$, so clipping multiplies the single-term ratio by
\begin{equation}
\sqrt{2/3}=0.8165 .
\end{equation}
This is already near the claimed limit. What remains is to add the terms and to let $p$ grow.

\section{The terms of one field are independent}

Fix all components $\xi_i^\mu$ of the receiving neuron. Multiplying $\xi_j^\mu$ by the fixed sign $\xi_i^\mu$ turns a fair sign into a fair sign and keeps different components independent. The $x_j^\mu$ are therefore independent fair signs over all $j\ne i$ and all $\mu$. Their distribution is the same for every choice of the $\xi_i^\mu$, so the statement also holds after averaging over that choice.

Each term in (\ref{sum}) depends on the products and the flip of one sender. The $N-1$ terms are therefore independent and identically distributed. If one term has mean $s$ and mean square $v$, means and variances add:
\begin{equation}
R=\frac{(N-1)s}{\sqrt{(N-1)(v-s^2)}}
=\sqrt{N-1}\,\frac{s}{\sqrt{v-s^2}}.
\label{general}
\end{equation}
The factor $\sqrt{N-1}$ cancels between the rules. Thus $0.8165$ is the full answer for $p=3$ and a clean cue at every $N\ge2$. Fields of different neurons may still be correlated, but $R$ concerns the distribution of one field.

\section{Hebbian weights for any number of patterns}

Since $(x_j^1)^2=1$, one Hebbian term is
\begin{equation}
f_jx_j^1T_{ij}=f_j\left(1+\sum_{\mu=2}^{p}x_j^1x_j^\mu\right).
\end{equation}
The sum has mean zero, so $s=a$. Because $f_j^2=(x_j^1)^2=1$, the mean square is
\begin{equation}
v=\langle T_{ij}^2\rangle
=\sum_{\mu,\nu}\langle x_j^\mu x_j^\nu\rangle=p,
\end{equation}
where only the $p$ terms with $\mu=\nu$ survive. Equation (\ref{general}) gives
\begin{equation}
R_{\rm Hebb}=a\sqrt{\frac{N-1}{p-a^2}}.
\label{hebb}
\end{equation}
For $p=1$ and $a=1$ the noise vanishes and $R$ diverges, as it should when no other pattern interferes. For $p=3$ and $a=1$ the result is $\sqrt{(N-1)/2}$, in agreement with the hand calculation.

\section{Clipped weights for an odd number of patterns}

One clipped term has mean $s=am_p$, where
\begin{equation}
m_p=\langle x_j^1\operatorname{sgn}T_{ij}\rangle .
\end{equation}
By the symmetry of the average under $x_j^\mu\to-x_j^\mu$ for all $\mu$, we may set $x_j^1=1$. Let $Y$ be the sum of the other $p-1$ products. This is an even integer. If $Y\ge2$ the weight sign is $+1$; if $Y\le-2$ it is $-1$; if $Y=0$ the recalled pattern decides and the sign is $+1$. The first two cases are equally probable and cancel in the mean. Only the tie remains:
\begin{equation}
m_p=P(Y=0)=\frac{1}{2^{p-1}}\binom{p-1}{(p-1)/2}.
\label{m}
\end{equation}
The square of a clipped term is $1$, so $v=1$ and
\begin{equation}
R_{\rm clip}=am_p\sqrt{\frac{N-1}{1-a^2m_p^2}}.
\label{clip}
\end{equation}
Dividing by (\ref{hebb}) gives
\begin{equation}
\frac{R_{\rm clip}}{R_{\rm Hebb}}
=m_p\sqrt{\frac{p-a^2}{1-a^2m_p^2}} .
\label{ratio}
\end{equation}
For $p=3$, $m_3=2/4=1/2$ and (\ref{ratio}) at $a=1$ returns $\sqrt{2/3}$. For $p=1$, $m_1=1$ and the ratio is $1$ for $a<1$: a single stored pattern already has weights $\pm1$, so clipping changes nothing.

\section{The limit of many patterns}

Write $p=2n+1$ and $c_n=\binom{2n}{n}/4^n=m_p$. To bound $c_n$, let
\begin{equation}
W_k=\int_0^{\pi/2}\sin^k\theta\,d\theta .
\end{equation}
For $k\ge2$, integration by parts has no boundary term and gives
\begin{align}
W_k&=(k-1)\int_0^{\pi/2}\sin^{k-2}\theta\cos^2\theta\,d\theta\nonumber\\
&=(k-1)(W_{k-2}-W_k),
\end{align}
so $kW_k=(k-1)W_{k-2}$. Starting from $W_0=\pi/2$,
\begin{equation}
W_{2n}=\frac{\pi}{2}\prod_{l=1}^{n}\frac{2l-1}{2l}
=\frac{\pi}{2}\frac{(2n)!}{(2^nn!)^2}=\frac{\pi}{2}c_n .
\end{equation}
Multiplying the recursion by $W_{k-1}$ shows that $kW_kW_{k-1}$ has the same value for all $k\ge1$. At $k=1$ it is $W_1W_0=\pi/2$. Therefore
\begin{equation}
W_{2n+1}W_{2n}=\frac{\pi}{2(2n+1)},\qquad
W_{2n}W_{2n-1}=\frac{\pi}{4n}.
\end{equation}
Since $0<\sin\theta<1$ inside the interval, $W_k$ decreases with $k$. Hence $W_{2n}^2$ lies between these two products. Multiplication by $4/\pi^2$ gives, for odd $p\ge3$,
\begin{equation}
\frac{2}{\pi p}<m_p^2<\frac{2}{\pi(p-1)} .
\label{bounds}
\end{equation}
The square of (\ref{ratio}) increases with $m_p^2$. Inserting the bounds yields
\begin{equation}
\frac{2}{\pi}\,\frac{1-a^2/p}{1-2a^2/(\pi p)}
<\left(\frac{R_{\rm clip}}{R_{\rm Hebb}}\right)^2<
\frac{2}{\pi}\,\frac{(p-a^2)/(p-1)}{1-2a^2/[\pi(p-1)]}.
\end{equation}
Both outer expressions tend to $2/\pi$. This proves (\ref{claim}) for odd $p$. No Gaussian approximation and no large $N$ was needed.

\section{How fast the limit is reached}

Let $g_n=c_n\sqrt n$. The recursion for $c_n$ gives
\begin{equation}
\frac{g_{n+1}}{g_n}=\frac{2n+1}{2n+2}\sqrt{\frac{n+1}{n}}
=\sqrt{1+\frac{1}{4n(n+1)}} .
\end{equation}
The logarithm of this ratio is $1/[8n(n+1)]+O(n^{-4})$. Since $1/[n(n+1)]=1/n-1/(n+1)$, summing from $n$ to infinity telescopes to $1/(8n)+O(n^{-3})$. By (\ref{bounds}), $g_n\to1/\sqrt\pi$, so
\begin{equation}
m_p=\frac{1}{\sqrt{\pi n}}\left[1-\frac{1}{8n}+O(n^{-2})\right].
\end{equation}
With $p-a^2=2n+1-a^2$, the square of (\ref{ratio}) to first order in $1/n$ is
\begin{align}
&\frac2\pi\left(1+\frac{1-a^2}{2n}\right)
\left(1-\frac1{4n}\right)\left(1+\frac{a^2}{\pi n}\right)\nonumber\\
&\qquad=\frac2\pi\left[1+\frac1n\left(\frac14-\frac{a^2}{2}
+\frac{a^2}{\pi}\right)+O(n^{-2})\right].
\end{align}
The square root halves the correction, and $1/(2n)=1/(p-1)$. Thus
\begin{equation}
\frac{R_{\rm clip}}{R_{\rm Hebb}}=\sqrt{\frac2\pi}
\left[1+\frac{\frac14-a^2\left(\frac12-\frac1\pi\right)}{p-1}
+O(p^{-2})\right].
\label{correction}
\end{equation}
For a clean cue the coefficient is $1/\pi-1/4=0.0683$. Direct evaluation of (\ref{ratio}) gives $0.80213$ at $p=13$, $0.79843$ at $p=101$ and $0.79794$ at $p=1001$, against the limit $0.79788$.

\section{An even number of patterns}

For even $p$ a weight can be zero. Keep the convention $\operatorname{sgn}0=0$. With $x_j^1=1$, the remaining sum $Y$ is now odd. The weight is positive for $Y\ge1$, zero for $Y=-1$ and negative for $Y\le-3$. Symmetry pairs $Y\ge3$ with $Y\le-3$, leaving
\begin{equation}
m_p=P(Y=1)=\frac1{2^{p-1}}\binom{p-1}{p/2}
=\frac1{2^p}\binom{p}{p/2}.
\end{equation}
The last form follows from $\binom p{p/2}=2\binom{p-1}{p/2}$. It equals $m_{p+1}$ and is also the probability that $T_{ij}=0$. The mean square of a clipped term is therefore $1-m_p$, and
\begin{equation}
\frac{R_{\rm clip}}{R_{\rm Hebb}}
=m_p\sqrt{\frac{p-a^2}{1-m_p-a^2m_p^2}} .
\end{equation}
Since $m_p\to0$ and $pm_p^2\to2/\pi$, the limit is the same. The approach is slower: the leading relative correction is $m_p/2\approx1/\sqrt{2\pi p}$. At $p=10000$ and $a=1$ the factor is $0.8011$, still $0.4\%$ above the limit. Zero weights remove noise from undecided connections.

\section{Why the factor is a correlation}

The role of $\sqrt{2/\pi}$ becomes clearer for a general rule $J_{ij}=G(T_{ij})$. All patterns enter $T_{ij}$ alike, so
\begin{equation}
\langle x_j^1G(T)\rangle=\frac1p\sum_\mu\langle x_j^\mu G(T)\rangle
=\frac{\langle TG(T)\rangle}{p}.
\end{equation}
Define the normalized overlap between old and new weights,
\begin{equation}
\rho=\frac{\langle TG\rangle}{\sqrt{\langle T^2\rangle\langle G^2\rangle}}
=\frac{\langle TG\rangle}{\sqrt{p\langle G^2\rangle}} .
\end{equation}
Then $s=a\rho\sqrt{\langle G^2\rangle/p}$ and $v=\langle G^2\rangle$. In (\ref{general}) the weight scale cancels:
\begin{equation}
R=a\rho\sqrt{\frac{N-1}{p-a^2\rho^2}} .
\label{rho}
\end{equation}
Hebb has $\rho=1$. The Cauchy--Schwarz inequality gives $\rho\le1$, and for $\rho>0$ (\ref{rho}) increases with $\rho$. Hence no rule that acts on each $T_{ij}$ separately through one fixed function $G$ exceeds the Hebbian $R$ in this ensemble. For clipping with odd $p$, $\rho=\langle|T|\rangle/\sqrt p=m_p\sqrt p$, which tends to $\sqrt{2/\pi}$. This is the ratio of mean magnitude to root-mean-square value of a centred Gaussian variable. Clipping gives barely decided connections the same strength as strongly supported ones, and that is where the signal quality is lost.

\section{Storage and recall errors}

For $p\gg1$, (\ref{hebb}) and (\ref{rho}) give $R^2\approx a^2\rho^2(N-1)/p$. At equal $N$, $a$ and $R$, the clipped network can therefore hold about $2/\pi=0.637$ times as many patterns. For $N=90001$, $a=1$ and $R=3$, Hebb permits $p=1+90000/9=10001$. The largest odd $p$ for which (\ref{clip}) still gives $R\ge3$ is $6367$, a ratio of $0.6366$. Conversely, at fixed large $p$, keeping $R$ requires $N-1$ to rise by a factor of about $\pi/2$.

These statements concern the first update. After it, the state depends on the interfering patterns through the weights, and the independence used above is lost. The factor $2/\pi$ is thus not a derived ratio of critical capacities for repeated updates. Correlated or biased patterns also fall outside the result.

For a clean cue and odd $p$, the clipped field is a sum of $N-1$ independent signs, each positive with probability $(1+m_p)/2$. The Hebbian field is $N-1$ plus $(N-1)(p-1)$ independent fair signs. Both error probabilities are thus binomial tails. When $N$ and $p$ grow at fixed $N/p$, the central limit theorem gives the Gaussian tail
\begin{equation}
P(u<0)\to Q(R),\qquad
Q(R)=\frac1{\sqrt{2\pi}}\int_R^\infty e^{-t^2/2}\,dt .
\end{equation}

\section{A crossbar with 128 neurons}

A resistive-memory crossbar can store a clipped weight in two cells, one in a positive and one in a negative array. For weight $+1$ the positive cell is on and the negative cell off; for $-1$ the roles are exchanged. Both cells of the absent self-coupling are off. Inputs are $\pm V$, and the two output currents are subtracted.

Take $N=128$, $p=13$, $V=0.1$ V, and on and off conductances of $20$ and $1~\mu$S. One unit of weight gives $0.1\times19=1.9~\mu$A. From (\ref{m}), $m_{13}=924/4096=0.2256$. For a clean cue the mean and standard deviation of the aligned current are
\begin{align}
\langle I\rangle&=1.9\times127\times0.2256=54.4~\mu\text{A},\\
\sigma_I&=1.9\sqrt{127(1-0.2256^2)}=20.9~\mu\text{A}.
\end{align}
Thus $R_{\rm clip}=2.61$. Ideal graded weights would give $R_{\rm Hebb}=\sqrt{127/12}=3.25$, so the factor is $0.802$. With $10\%$ of the cue signs flipped, the two ratios fall to $2.07$ and $2.56$, and the factor is $0.806$.

The binomial error probabilities for a clean cue are $4.9\times10^{-3}$ (clipped) and $5.7\times10^{-4}$ (Hebb). A loss of one fifth in $R$ raises the error almost ninefold, mainly because the error lies in a steep tail; the Gaussian tail alone gives about eightfold. The Gaussian values are $4.5\times10^{-3}$ and $5.7\times10^{-4}$; at this size the clipped one is $8\%$ below its binomial value.

Cell spread adds independent noise. Let the on and off conductances have standard deviations of $10\%$ and $30\%$ of their means, or $2$ and $0.3~\mu$S. The added mean square per term is $\delta^2=(2^2+0.3^2)/19^2=0.0113$, and
\begin{equation}
R=m_p\sqrt{\frac{N-1}{1+\delta^2-m_p^2}}=2.594,
\end{equation}
a loss of $0.6\%$. Next, without spread, let each cell be stuck with probability $q=0.01$, equally often on or off. A cell is then wrong with probability $q/2$. The mean weight is multiplied by $(1-q/2)-q/2=1-q$. The pair difference is nonzero when both cells are right or both wrong, so its mean square is $(1-q/2)^2+(q/2)^2=1-q+q^2/2$. The result is $R=2.596$, a loss of $0.5\%$.

Thermal and shot noise are far smaller than the pattern noise. The $127$ cell pairs of one output have total conductance $G_t=127\times21~\mu$S. In a bandwidth $B=10$ MHz at $300$ K, the thermal current $\sqrt{4k_BTG_tB}$ is $21$ nA. Full shot noise, $\sqrt{2eG_tVB}$, would be $29$ nA. Both are about a thousandth of the pattern noise.

Wire resistance was treated by solving Kirchhoff's equations for every node of both arrays, with $1~\Omega$ per wire segment, for one random network and its 13 clean cues. Pooled over all $128\times13$ outputs, $R$ fell from $2.572$ to $2.555$, or by $0.6\%$, and no output changed sign. The loss varies between networks: over 30 other random networks it averaged $0.3\%$, and again no output changed sign. The least-squares gain of an output relative to ideal wires ranged from $0.86$ to $0.95$. A positive gain common to all currents of one output does not change their signs, so the fitted gain loss of up to $14\%$ causes no recall errors by itself. On average, most of the pooled loss of $R$ comes from the differences in gain between outputs: when each output is divided by its fitted gain, the loss averaged over 30 random networks falls to about $0.1\%$. This does not hold for every network; in the one quoted above, $0.4\%$ of the $0.6\%$ remains.

The conductances, read voltage and wire resistance are rough values in the regime of filamentary oxide memory; spread and stuck fraction vary widely between devices. An on state of $20~\mu$S is about a quarter of the conductance quantum $2e^2/h=77.5~\mu$S, and its spread need not be as small as $10\%$: the same formula gives a loss of $5\%$ for spreads of $30\%$ (on) and $100\%$ (off), and $12\%$ for $50\%$ and $100\%$. Real arrays break the assumption of identical cells and ideal wires. For the values used, each such effect moves $R$ by less than $1\%$, whereas clipping costs $20\%$ relative to ideal graded weights. This ordering does not carry over to every array, because the wire effect grows steeply with the product of wire resistance and cell conductance. In a few sample networks of the same size, the pooled loss of $R$ was about $2\%$ at $2.5~\Omega$ per segment and about $6\%$ at $5~\Omega$. Cells of $100$ and $5~\mu$S at $1~\Omega$ form the same circuit as the $5~\Omega$ case up to a scale of the currents; at $2.5~\Omega$ they lost between $19\%$ and $24\%$. In each of these settings a few of the $128\times13$ outputs changed sign in most networks, from one or two at the mildest setting to about five at the strongest. An odd nonlinear current--voltage curve only rescales the on and off currents if wire drops are neglected, since every input has the same magnitude. Amplifier noise, polarity asymmetry, slow drift and random telegraph noise are not included.
